# The Midgap Pole at the End of a Semi-Infinite Dimerised Chain

## Definitions and conventions

Sites $n=1,2,3,\dots$ carry one orbital each. All site energies are equal and set to zero. Bonds 1–2, 3–4, … have hopping $t_1$, and bonds 2–3, 4–5, … have hopping $t_2$. Both are real and positive; a change of sign of a hopping can be absorbed in the signs of the orbitals. Thus $t_1$ is the terminal bond. Spin, interactions and lattice motion are left out.

The end-site Green function is

$$G(w)=\langle 1|(w-H)^{-1}|1\rangle ,$$

first defined for $\operatorname{Im}w\neq0$. Its retarded value at a real energy $E$ is the limit $w=E+i0^+$. Write

$$B=t_1+t_2,\qquad D=|t_1-t_2|,\qquad r=t_1/t_2 .$$

Midgap means $w=0$. For $t_1\ne t_2$, let $R(w)$ be the square root of

$$R^2=(w^2-B^2)(w^2-D^2)$$

that is cut along $[-B,-D]$ and $[D,B]$ and obeys $R/w^2\to1$ at infinity. It is single-valued because each cut joins two simple zeros of $R^2$: a circuit around one cut changes the sign twice.

## Theorem

For $t_1\neq t_2$,

$$G(w)=\frac{w^2+t_2^2-t_1^2-R(w)}{2wt_2^2}. \tag{1}$$

1. If $t_1<t_2$, $G$ has one pole, at $w=0$, with residue $Z=1-(t_1/t_2)^2$.
2. If $t_1>t_2$, $G$ has no pole, and $G\simeq-w/(t_1^2-t_2^2)$ near $w=0$.
3. If $t_1=t_2=t$, the gap closes, there is no pole, and $G(i0^+)=-i/t$.

## Lemma 1: the quadratic equation

**Statement.** $G$ satisfies

$$wt_2^2G^2-(w^2+t_2^2-t_1^2)G+w=0. \tag{2}$$

**Proof.** Let $x=(w-H)^{-1}|1\rangle$, so that $x_1=G$. The first row of $(w-H)x=|1\rangle$ is

$$wx_1-t_1x_2=1 .$$

The other rows describe the chain that starts at site 2, driven by the source $t_1x_1$ on its first site. If $G'$ is the end-site Green function of that shorter chain, then $x_2=G't_1x_1$. Substitution gives

$$(w-t_1^2G')G=1 .$$

Now remove site 2 in the same way. Its bond to the remainder is $t_2$, and the remainder, starting at site 3, is identical to the original chain. Therefore

$$(w-t_2^2G)G'=1 .$$

The factor $w-t_2^2G$ is nonzero, since its product with $G'$ is 1. Inserting $G'=1/(w-t_2^2G)$ into the first relation and multiplying by this factor gives

$$G\,[\,w(w-t_2^2G)-t_1^2\,]=w-t_2^2G .$$

Expanding and moving everything to the left,

$$w^2G-wt_2^2G^2-t_1^2G-w+t_2^2G=0 ,$$

which is (2) after a change of sign. ∎

The discriminant of (2) factorises as a difference of squares, applied twice:

$$\begin{aligned}
&(w^2+t_2^2-t_1^2)^2-4w^2t_2^2\\
&=[(w-t_2)^2-t_1^2]\,[(w+t_2)^2-t_1^2]\\
&=(w-t_2-t_1)(w-t_2+t_1)(w+t_2-t_1)(w+t_2+t_1)\\
&=(w^2-B^2)(w^2-D^2)=R^2 .
\end{aligned}$$

The two solutions are therefore $[w^2+t_2^2-t_1^2\mp R]/(2wt_2^2)$.

## Lemma 2: the root and its sign at midgap

**Statement.** For $t_1\ne t_2$ the upper sign holds, and $R(0)=-|t_1^2-t_2^2|$.

**Proof.** At large $|w|$ the resolvent gives $G\to1/w$. There

$$R=w^2-\tfrac12(B^2+D^2)+O(w^{-2})=w^2-(t_1^2+t_2^2)+O(w^{-2}).$$

With the upper sign the numerator tends to $2t_2^2$, so $G\to1/w$ as required. With the lower sign $G$ would grow as $w/t_2^2$. In each open half-plane $G$ is analytic and $R$ never vanishes, so the two solutions never meet and $G$ cannot pass from one to the other. The upper sign thus holds in both half-planes, and (1) continues $G$ through the gap.

On the imaginary axis, $w=iy$,

$$R^2=(y^2+B^2)(y^2+D^2)>0 .$$

Hence $R$ is real and nonzero along the whole axis and keeps one sign. For large $y$, $R\simeq w^2=-y^2$, so that sign is negative. At $y=0$ this gives $R(0)=-BD=-|t_1^2-t_2^2|$. ∎

## Proof of the theorem

The numerator of (1) is finite at every finite $w$, so a pole can lie only where the denominator vanishes, at $w=0$. The numerator is analytic there, and the residue is

$$\operatorname{Res}_{w=0}G=\frac{t_2^2-t_1^2+|t_1^2-t_2^2|}{2t_2^2}. \tag{3}$$

For $t_1<t_2$ the two terms add:

$$Z=\frac{2(t_2^2-t_1^2)}{2t_2^2}=1-r^2 .$$

For $t_1>t_2$ they cancel, and the singularity is removable. Setting $w=0$ in (2) gives $(t_2^2-t_1^2)G(0)=0$, so $G(0)=0$. Put $G=gw+O(w^2)$ into (2). The first term is of third order, and the terms linear in $w$ give

$$-(t_2^2-t_1^2)g+1=0,\qquad g=-\frac1{t_1^2-t_2^2}.$$

For $t_1=t_2=t$, division of (2) by $w$ leaves $t^2G^2-wG+1=0$. The solution that decays at infinity is, on the positive imaginary axis,

$$G(iy)=-\,i\,\frac{\sqrt{y^2+4t^2}-y}{2t^2}\;\longrightarrow\;-\frac it\quad(y\to0^+).$$

Thus $wG\to0$ and there is no pole. For $w\neq0$ the solutions are finite as before. ∎

**Remark on the choice of end.** The bulk is the same for both terminations; removing one site exchanges them. If $G\simeq Z/w$ for the weak end, the relation $G'=1/(w-t_2^2G)$ gives $G'\simeq-w/(t_2^2Z)=-w/(t_2^2-t_1^2)$. This is case 2 with the two hoppings exchanged: the pole of one termination becomes a zero of the other.

## The state behind the pole

The residue also follows from the wavefunction. In $H\psi=0$ the row of site 1 gives $t_1\psi_2=0$. The rows of the later odd sites, $t_2\psi_{2j}+t_1\psi_{2j+2}=0$, then make every even-site amplitude vanish. The rows of the even sites give

$$t_1\psi_{2j-1}+t_2\psi_{2j+1}=0,\qquad \psi_{2j+1}=(-r)^j\psi_1 .$$

The norm is $|\psi_1|^2\sum_j r^{2j}$. It is finite only for $r<1$, when it equals $|\psi_1|^2/(1-r^2)$. Normalisation gives $|\psi_1|^2=1-r^2=Z$. In the spectral form of the resolvent, a bound state contributes $|\psi_1|^2/w$ to $G$, so this is the residue found above.

Physically, the end orbital is left nearly unpaired when its one bond is weak. As $t_1\to0$ it is isolated and $Z\to1$. As $t_1\to t_2$ from below, $Z\simeq2(1-r)$ and the state spreads into the bulk.

## Where the remaining weight lies

For $D<E<B$, approached from above the real axis, $R=i|R|$. The end-site density of states is therefore

$$A(E)=-\frac{\operatorname{Im}G}{\pi}=\frac{\sqrt{(B^2-E^2)(E^2-D^2)}}{2\pi|E|t_2^2}. \tag{4}$$

The modulus of $E$ extends the result to the lower band: reversing the sign of the even-site orbitals maps $H$ to $-H$, so $A$ is even. Since $G\to1/w$, the total weight is 1. The two bands together hold $1-Z=r^2$ for a weak terminal bond and 1 for a strong one.

## Corollary: a metal on the end site

Let a metal with a structureless wide band couple to site 1 alone. It adds the retarded self-energy $-i\Gamma/2$, and Dyson's equation gives

$$G_c=\frac1{1/G+i\Gamma/2}. \tag{5}$$

For $t_1<t_2$, $G$ is odd, so $1/G=w/Z+O(w^3)$. The pole moves to

$$w=-\tfrac i2Z\Gamma+O(\Gamma^3).$$

For small $\Gamma$ the level is a Lorentzian of weight $Z$ and full width $Z\Gamma$: the state touches the metal only through its weight on site 1. At $w=0$, $1/G=0$, so $G_c=-2i/\Gamma$ and the density is $2/(\pi\Gamma)$, independent of $Z$.

For $t_1>t_2$, $G$ is real in the gap and (5) gives

$$A_c(E)=\frac{\Gamma}{2\pi}\,\frac{G^2}{1+\Gamma^2G^2/4}.$$

The metal still induces some density in the gap. On the end site it vanishes as $E^2$ at midgap, but not on the even sites. The Green function of site 2 is $1/[w-t_2^2G-t_1^2/(w+i\Gamma/2)]$. With $G(0)=0$ this equals $-i\Gamma/(2t_1^2)$ at $w=0$, a small smooth density $\Gamma/(2\pi t_1^2)$ rather than a resonance.

**Remark on current.** A resonance at the contact is not a conducting channel into the bulk. At a real gap energy, $x_2=t_1G'x_1$ with $G'$ real, so the bond current, proportional to $t_1\operatorname{Im}(x_1^*x_2)$, vanishes. At $E=0$ the weak end has $x_2=0$ and the strong end has $x_1=0$, with the same outcome. This holds for elastic, coherent motion in the semi-infinite chain.

## Worked example

Take hoppings of 2.15 and 2.85 eV and a cell length of 0.25 nm, rough values in the regime of trans-polyacetylene. The band edges are $D=0.70$ eV and $B=5.00$ eV, so the full gap is 1.40 eV. The contact width $\Gamma=0.10$ eV is a chosen value. The bulk and $\Gamma$ are held fixed while the termination is changed.

With the weak bond at the end, $r=2.15/2.85=0.754$ and

$$Z=1-0.754^2=0.431 .$$

The bands hold the other 0.569. The density of the end state falls by a factor $e$ over

$$\frac{0.25\ \text{nm}}{2\ln(1/0.754)}=0.44\ \text{nm}.$$

The contact gives a width $Z\Gamma=0.431\times0.10=0.043$ eV and a midgap density $2/(\pi\times0.10)=6.37\ \text{eV}^{-1}$.

With the strong bond at the end, the residue and the midgap density on the end site are zero, and

$$\frac Gw\to-\frac1{2.85^2-2.15^2}=-0.286\ \text{eV}^{-2}.$$

At 1 eV, inside the upper band, (4) gives $0.069\ \text{eV}^{-1}$ for the weak end and $0.120\ \text{eV}^{-1}$ for the strong end. The square root is the same in both cases; the difference comes from the factor $1/t_2^2$.

As an independent test of (3), the resolvent of long finite chains was integrated around $w=0$ on a circle of radius $D/2$. The chain length was chosen so that the far end had no midgap state. The residue was 0.0975 at $r=0.95$ and zero to the printed digits at $r=1.05$. These values lie on the two sides of the transition and agree with $\max(0,1-r^2)$.

## When the level leaves midgap

**End potential.** If site 1 has energy $u$, a bound state requires $1/G(E)=u$. For a weak end and small $u$ this gives $E\simeq Zu$. With $u=0.30$ eV the estimate is 0.129 eV, and the full condition gives 0.1285 eV.

A strong end can also acquire a gap state. At $E=D$, where $R=0$ and $D=t_1-t_2$,

$$G(D)=\frac{D^2-D(t_1+t_2)}{2Dt_2^2}=-\frac1{t_2}.$$

By oddness $G(-D)=1/t_2$. Between these edges $G$ decreases steadily, because each term $|\psi_1|^2/(E-E_\nu)$ of its spectral sum does so. A solution inside the gap therefore needs $|u|>t_2$, here 2.15 eV. It cannot lie at midgap for finite $u$, because $G(0)=0$. An end potential thus moves the weak-end pole away from $w=0$ and can give the strong end a pole elsewhere in the gap. Changing only the even-site energies leaves the recursion for $H\psi=0$ as it was, because that state vanishes on the even sites: the weak end keeps its level at zero with weight $Z$, and the strong end gains none there.

**Second-neighbour hopping.** Let $t'$ connect sites $n$ and $n+2$. To first order the end level shifts by

$$2t'\sum_{j\ge0}\psi_{2j+1}\psi_{2j+3}=-2t'r .$$

The bulk energies become $2t'\cos k\pm|t_1+t_2e^{ik}|$. For small $t'$ both gap edges stay at $k=\pi$ and shift by $-2t'$. Relative to the new gap centre the level lies at $2t'(1-r)$. For $t'=0.10$ eV this is 0.049 eV, slightly more than the level width $Z\Gamma$.

**Bond disorder.** If only the hoppings vary, the recursion for $H\psi=0$ survives with local ratios. The level remains at zero whenever the resulting state is normalisable, but its residue changes. Independent Gaussian variations of 0.20 eV standard deviation, a rough static stand-in for zero-point motion, gave a residue of 0.43 with standard deviation 0.07 over 1000 samples.

**Finite length.** Let a chain of $N$ cells have weak bonds at both ends. The left end state fails to satisfy $H\psi=0$ only in the last row, by an amount of magnitude $t_1\sqrt Z\,r^{N-1}$. The right end state has amplitude $\sqrt Z$ there. The coupling is $t_1Zr^{N-1}=t_2Zr^N$, and the leading splitting is twice this:

$$2\times2.85\ \text{eV}\times0.431\times(2.15/2.85)^{20}\simeq8.8\ \text{meV}$$

for 20 cells, or 5.0 nm. The argument for zero current does not apply to such a chain between two contacts.

## The model beside a real polymer contact

One large omission is electron repulsion. Suppose the end state holds one electron and the on-site repulsion is $U$. In lowest-order mean field, with the other electrons frozen, the opposite-spin level is raised relative to the occupied one by

$$U\sum_n|\psi_n|^4=UZ^2\sum_{j\ge0}r^{4j}=U\frac{(1-r^2)^2}{1-r^4}=U\frac{1-r^2}{1+r^2}.$$

For a rough assumed $U=3$ eV this is $3\times0.275=0.82$ eV. It is about 19 times the level width $Z\Gamma$, and it would place the two levels about 0.41 eV on either side of their mean. This first-order figure is only a scale: letting the other electrons respond self-consistently, in unrestricted mean field at the same $U$, raises the splitting by about a quarter, to roughly 1.0 eV.

The metal's image charge acts against this splitting, since it lowers the cost of adding either an electron or a hole. A classical point charge 0.30 nm from the surface has an image energy of 1.2 eV. This is an upper scale for a charge that spreads away from the metal, and the classical formula is itself doubtful at so short a distance. The two figures are too large and too rough to be combined into a level position.

Temperature matters as well. At 300 K the weighting function $-df/dE$, where $f$ is the Fermi function, has a full width of 0.091 eV, about twice $Z\Gamma$. A measurement that averages with this function would not resolve the line shape. The calculation also freezes the bond pattern, whereas a polymer can relax near its end, and it does not determine where the metal's Fermi level lies relative to midgap. The sharp midgap resonance is therefore a result of the one-electron model with a fixed weak terminal bond, not a prediction for a polyacetylene contact. The remaining computed values are in the numerical output.

## Computed results

```
weak hopping = 2.15 eV
strong hopping = 2.85 eV
half gap = 0.700 eV, full gap = 1.400 eV
outer band edge = 5.000 eV
t1/t2 : residue from contour, dimensionless
  0.20 : 0.96000
  0.50 : 0.75000
  0.80 : 0.36000
  0.95 : 0.09750
  1.05 : 0.00000
  1.25 : 0.00000
  2.00 : 0.00000
example residue, weak terminal bond = 0.43090
example residue, strong terminal bond = 0.00000
strong end: G/w near midgap = -0.2857 eV^-2
uniform chain, t=1 eV: Im G(0.01i eV) = -0.9950 eV^-1
weak end: gap levels = 1, band weight = 0.56910
weak end: density at 1 eV = 0.0686 eV^-1
strong end: gap levels = 0, band weight = 1.00000
strong end: density at 1 eV = 0.1205 eV^-1
amplitude ratio per cell = -0.7544
cell length (rough) = 0.25 nm
1/e length of end-state density = 0.443 nm
bare contact width gamma = 0.100 eV
level width: Z*gamma = 0.04309, from pole = 0.04310 eV
midgap density, weak end = 6.3662 eV^-1
midgap density, strong end = 0.0000 eV^-1
end potential 0.30 eV: level at 0.1285 eV
  first-order estimate = 0.1293 eV
second-neighbour hopping 0.10 eV: offset = 0.0491 eV
  first-order estimate = 0.0491 eV
sum of fourth powers of end-state amplitude = 0.2746
repulsion 3.0 eV: spin splitting about 0.824 eV
image energy at 0.30 nm, upper scale = 1.200 eV
bond disorder, standard deviation = 0.20 eV
  residue mean = 0.433, s.d. = 0.066
20 cells (5.0 nm): end-state splitting = 8.753 meV
kT at 300 K = 0.02585 eV
thermal full width at half maximum = 0.0911 eV
```
